# Why a linear vector potential cannot bind a Dirac electron

**Question.** A potential that rises linearly with distance binds a Schrödinger particle at every positive energy allowed by quantization. In the Dirac equation the same rise can enter as a scalar, added to the mass, or as the time component of a four-vector, added to the energy. Why does the scalar confine while the vector potential has no bound state at all? What becomes of the states in the vector well, and how large is their Klein tunnelling width?

**Answer.**

## The two potentials act on different things

I use units $\hbar=m=c=1$, since the effect depends on the slope compared with $m^2c^3/\hbar$. Energies are in $mc^2$ and lengths in $\hbar/mc$. With the vector potential $V(r)$, the scalar potential $S(r)$ and $M=1+S$, the radial equations are

$$G'=-\frac{\kappa}{r}G+(E-V+M)F,\qquad F'=\frac{\kappa}{r}F-(E-V-M)G .$$

Here $G$ and $F$ are the large and small radial functions, and $\kappa=\pm1,\pm2,\dots$ fixes the angular momentum and parity ($\kappa=-1$ is $s_{1/2}$). A bound state needs a finite norm $\int_0^\infty\rho\,dr$, with $\rho=G^2+F^2$.

Leave $\kappa$ aside for a moment. The local momentum then obeys $p^2=(E-V)^2-M^2$. Motion is allowed for $E>V+M$, the particle region, and also for $E<V-M$, the hole region. Between them lies a gap of width $2M$. A rising $S$ widens the gap, so any fixed $E$ ends up inside it. A rising $V$ lifts the whole gap, so a fixed $E$ enters it from above and leaves it below. Beyond that point the motion is allowed again.

An exchange of the two components shows the same contrast. Put $G=\hat F$ and $F=\hat G$. The second radial equation becomes

$$\hat G'=\frac{\kappa}{r}\hat G+(-E+V+M)\hat F,$$

and the first becomes $\hat F'=-(\kappa/r)\hat F+(E-V+M)\hat G$. These are the original equations with $(\kappa,E,V,S)$ replaced by $(-\kappa,-E,-V,S)$. Holes feel the opposite vector potential but the same scalar potential. The vector well that attracts a particle expels a hole; the scalar well holds both.

## Angular momentum does not change the verdict

The terms in $\kappa$ can be absorbed without approximation. Let $u=(G,F)^T$, $\varepsilon=E-V$ and $J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$. Then

$$u'=\left[M\sigma_x-\frac{\kappa}{r}\sigma_z+\varepsilon J\right]u .$$

Write $M=\omega\cos\chi$ and $-\kappa/r=\omega\sin\chi$, so that $\omega=\sqrt{M^2+\kappa^2/r^2}$. Rotate with $u=U\tilde u$, $U=\cos\frac{\chi}{2}+J\sin\frac{\chi}{2}$. Because $J\sigma_x=\sigma_z=-\sigma_xJ$, one has $\sigma_xU^{-1}=U\sigma_x$, hence

$$U\sigma_xU^{-1}=U^2\sigma_x=\cos\chi\,\sigma_x+\sin\chi\,\sigma_z .$$

So $U^{-1}$ turns the first two terms into $\omega\sigma_x$, while $J$ commutes with $U$. The position dependence of $U$ adds $-U^{-1}U'=-J\chi'/2$. Differentiating $\tan\chi=-\kappa/(rM)$ gives $\chi'=\kappa(rM)'/(r^2M^2+\kappa^2)$. The result is

$$\tilde G'=(\tilde\varepsilon+\omega)\tilde F,\qquad \tilde F'=-(\tilde\varepsilon-\omega)\tilde G,\qquad \tilde\varepsilon=E-V-\frac{\kappa\,(rM)'}{2(r^2M^2+\kappa^2)} .$$

This is a one-dimensional Dirac equation. The centrifugal term has become part of the mass $\omega$, and the spin adds an energy shift. For small $|\kappa|$ the two are comparable at large $r$: for $\kappa=-1$ and $S=0$ the shift is $+1/[2(r^2+1)]$, and both it and $\omega-1$ approach $1/(2r^2)$ at large $r$, so they nearly cancel in $\tilde\varepsilon-\omega$. The density is unchanged by the rotation. The local momentum is now $p^2=\tilde\varepsilon^2-\omega^2$.

For $V=vr$ and $S=sr$ with $s\ge0$, the $\kappa$ terms fade at large $r$ and $p^2\to(v^2-s^2)r^2$. The steeper potential decides: $s>|v|$ closes the outside, $|v|>s$ opens it. The case $s=|v|$ needs the next order and is left aside. This is a local argument; the two pure cases can be proved.

## Proof that the vector potential has no bound state

Take $V=\lambda r$, $S=0$, $\lambda>0$, and let $W=\lambda r-E$. The equations read $G'=-\kappa G/r-(W-1)F$ and $F'=\kappa F/r+(W+1)G$. Consider

$$K=(W+1)G^2+(W-1)F^2+\frac{2\kappa}{r}GF .$$

Its partial derivatives are $\partial K/\partial G=2F'$ and $\partial K/\partial F=-2G'$. In $K'$ the changes of $G$ and $F$ therefore contribute $2F'G'-2G'F'=0$, and only the explicit dependence on $r$ remains:

$$K'=\lambda\rho-\frac{2\kappa}{r^2}GF\;\ge\;\left(\lambda-\frac{|\kappa|}{r^2}\right)\rho ,$$

since $2|GF|\le\rho$. The matrix of the quadratic form $K$ has eigenvalues $W\pm\omega$, with $\omega=\sqrt{1+\kappa^2/r^2}$, so

$$(W-\omega)\rho\le K\le(W+\omega)\rho .$$

Choose $R_0$ such that $W>\omega$ and $\lambda r^2>|\kappa|$ for all $r\ge R_0$. There $K>0$ for any nonzero solution. Let $W_0,\omega_0$ be the values at $R_0$. As $\omega\le\omega_0$ further out, $\rho\ge K/(W+\omega_0)$, and

$$\frac{K'}{K}\ge\frac{\lambda-|\kappa|/r^2}{W+\omega_0}.$$

The first part integrates to $\ln[(W+\omega_0)/(W_0+\omega_0)]$. In the second, $W\ge W_0$ and $\int_{R_0}^\infty dr/r^2=1/R_0$. Hence

$$\rho(r)\ge\frac{K(r)}{W+\omega_0}\ge\frac{K(R_0)}{W_0+\omega_0}\exp\!\left[-\frac{|\kappa|}{R_0(W_0+\omega_0)}\right]>0 .$$

The density never falls below a positive constant, so the norm diverges at every real $E$. A falling potential, $\lambda<0$, is covered by the exchange of components.

The same relations show that $K'/K$ differs from $\lambda/W$ by terms of order $1/W^2$ and $1/(r^2W)$, which are integrable. Thus $K/W$, and with it $\rho$, tends to a constant $A$. Physically, the escaping hole approaches the speed of light, and a steady stream at constant speed has constant density.

If the rise stops at a plateau $V_\infty$, the proof no longer applies. An energy with $|E-V_\infty|<1$ then lies in the gap at large distance, and a true bound state is possible.

## Proof that the scalar potential confines

Now $V=0$ and $M=1+\lambda r$. Solving the radial equations for $EG$ and $EF$ gives the operator

$$h=\begin{pmatrix}M&-\frac{d}{dr}+\frac{\kappa}{r}\\ \frac{d}{dr}+\frac{\kappa}{r}&-M\end{pmatrix}.$$

Square it. The upper diagonal element contains $(-\frac{d}{dr}+\frac{\kappa}{r})(\frac{d}{dr}+\frac{\kappa}{r})=-\frac{d^2}{dr^2}+\frac{\kappa^2+\kappa}{r^2}$, and the lower one has $\kappa^2-\kappa$ instead. In the upper right element the $\kappa$ terms cancel, leaving $-Mf'+(Mf)'=M'f$ when it acts on $f$; the lower left gives the same. Therefore

$$h^2=-\frac{d^2}{dr^2}+\frac{\kappa(\kappa\pm1)}{r^2}+(1+\lambda r)^2+\lambda\sigma_x ,$$

with the upper sign for $G$. Without the last term these are two separate Schrödinger operators whose potentials grow without limit, so their spectra are discrete. The last term has norm $\lambda$. By the min-max principle it moves each ordered eigenvalue by at most $\lambda$. So $h^2$ has a discrete spectrum, and so has $h$.

Levels of both signs occur. For a fixed smooth $f$ that vanishes near the origin and far away, the trial state $G=f\cos kr$, $F=f\sin kr$ has derivative energy $-k\int f^2dr$, while the other terms stay bounded. Either sign of $k$ may be taken, so $h$ is unbounded in both directions.

## Weak slopes hide the difference

Let $E=1+e$ with $e$, $V$ and $S$ small. The vector case gives $(1+e-V)^2-1\approx2(e-V)$, and the scalar case gives $(1+e)^2-(1+S)^2\approx2(e-S)$. Both wells have the same Schrödinger limit. For $\kappa=-1$ it is $G''=2(\lambda r-e)G$ with $G(0)=0$. In the variable $(2\lambda)^{1/3}(r-e/\lambda)$ this is Airy's equation. If $-a_1$ is the first zero of the Airy function, the lowest level is $e=a_1(\lambda^2/2)^{1/3}$.

At $\lambda=0.002$ this gives $e=0.02946$. The Dirac values are $0.02944$ for the vector potential, in a box ending inside the gap, and $0.02920$ for the scalar. The vector state is not bound once the box is removed. It leaks, at a rate that has to be found.

## What the width means

The time-dependent equations are $i\partial_tG=(V+M)G-F'+\kappa F/r$ and $i\partial_tF=G'+\kappa G/r+(V-M)F$. For complex functions they give

$$\partial_t(|G|^2+|F|^2)=2\,\mathrm{Im}(F^*G'-G^*F')=-\partial_r j,\qquad j=2\,\mathrm{Im}(G^*F),$$

because the potential, mass and $\kappa$ terms are real and drop out. Far out in the vector potential $G'\approx-WF$ and $F'\approx WG$. The choice $F=iG$ gives

$$G\sim e^{-i\lambda r^2/2+iEr},\qquad j=2|G|^2>0 .$$

The exponent shows the leading terms of the phase only. The next order, $p\approx W-1/(2W)$, adds a slowly growing phase $+\ln W/(2\lambda)$, which changes neither $|G|$ nor $j$. This is the outgoing wave, although its momentum points inward. From $(E-V)^2=p^2+1$ the velocity is $dE/dp=p/(E-V)$, and in the hole region $E-V$ is negative.

A decaying state is regular at the origin and purely outgoing at infinity. This requires a complex energy $E_r-i\Gamma/2$, whose density decays as $e^{-\Gamma t}$. Conservation then gives $\Gamma=j/N$, with $N$ the norm inside. On the ray $r=xe^{-i\theta}$, $0<\theta<\pi/2$, the leading factor $e^{-i\lambda r^2/2}$ has modulus $e^{-\lambda x^2\sin(2\theta)/2}$, so the outgoing wave falls at large $x$ and the incoming one grows. The complex energy is thus found by asking the regular power series to decay on the ray.

The width is also visible at real energies. Far out, let $a_{\rm out}$ and $a_{\rm in}$ be the amplitudes of the waves with spinors $(1,i)$ and $(1,-i)$. The spinors are orthogonal, so $A=2|a_{\rm out}|^2+2|a_{\rm in}|^2$. For a real solution the two moduli are equal, and $A=4|a_{\rm in}|^2$. Near a narrow resonance $a_{\rm in}\approx b(E-E_r+i\Gamma/2)$, and reality of the solution for real $E$ gives $a_{\rm out}\approx b^*(E-E_r-i\Gamma/2)$. At the complex energy $|a_{\rm out}|^2=|b|^2\Gamma^2$. The outward flux $2|b|^2\Gamma^2$ must equal $\Gamma N$, so $|b|^2=N/(2\Gamma)$ and

$$\frac{A}{N}=\frac{2}{\Gamma}\left[(E-E_r)^2+\frac{\Gamma^2}{4}\right].$$

At resonance $\Gamma=2A/N$: a narrow state is one whose endless tail is thin.

## The semiclassical formula

Let $r_0<r_1<r_2$ be the turning points: the well is $r_0<r<r_1$ and the gap $r_1<r<r_2$. Put $Z=\tilde\varepsilon+\omega$ and $X=\tilde\varepsilon-\omega$, so $p^2=ZX$. Eliminating $\tilde F$ gives $\tilde G''=(Z'/Z)\tilde G'-ZX\tilde G$. With $\tilde G=\sqrt Z\,g$ this becomes $g''+p^2g=0$, up to terms with two derivatives of $Z$ or the square of one, which leading order drops.

In the well $g=(C/\sqrt p)\cos\varphi$ with $|\varphi'|=p$. Then $\tilde G=C\sqrt{Z/p}\cos\varphi$, and $\tilde F=\tilde G'/Z$ has amplitude $C\sqrt{p/Z}$. The density averaged over an oscillation is

$$\frac{C^2}{2}\left(\frac Zp+\frac pZ\right)=\frac{C^2}{2}\,\frac{Z+X}{p}=C^2\frac{\tilde\varepsilon}{p}.$$

The classical speed is $p/\tilde\varepsilon$, so the period is $T=2\int_{r_0}^{r_1}(\tilde\varepsilon/p)\,dr$ and $N=C^2T/2$.

In the gap let $q=\sqrt{\omega^2-\tilde\varepsilon^2}$. The standard connection at $r_1$ gives $g=\frac{C}{2\sqrt q}\exp(-\int_{r_1}^rq\,dr')$. At $r_2$ the factor $Z$ vanishes, so the other component must be used there. From $\tilde F\approx-q\tilde G/Z$ and $q^2=Z|X|$,

$$\tilde F=-\frac C2\sqrt{\frac{|X|}{q}}\;\exp\!\left(-\int_{r_1}^rq\,dr'\right),$$

which has the same form with the smooth factor $|X|$. Beyond $r_2$ it connects to an outgoing wave of modulus $|\tilde F|=\frac C2\sqrt{|X|/p}\;e^{-\sigma}$, where $\sigma=\int_{r_1}^{r_2}q\,dr$. There $\tilde F'=|X|\tilde G$, so $|\tilde G|=p|\tilde F|/|X|$, with a phase difference of a quarter turn. The flux, also unchanged by the rotation, is

$$j=\frac{2p}{|X|}|\tilde F|^2=\frac{C^2}{2}e^{-2\sigma}.$$

Dividing by $N$ gives the width:

$$\Gamma=\frac{e^{-2\sigma}}{T}.$$

The electron meets the gap once per period and passes with probability $e^{-2\sigma}$. The derivation assumes $e^{-2\sigma}\ll1$: it takes a standing wave in the well and keeps only the decaying wave in the gap.

Without the $\kappa$ terms the substitution $x=E-\lambda r$ gives

$$2\sigma=\frac2\lambda\int_{-1}^{1}\sqrt{1-x^2}\,dx=\frac\pi\lambda .$$

In ordinary units the exponent is $\pi m^2c^3/(\hbar\lambda)$. It does not depend on the energy, because a linear potential presents the same gap at every height. At $\lambda=0.002$ it is about $1571$, so the leak is negligible for any practical purpose, though not zero.

## The number

Take a model electron with $\kappa=-1$ and $\lambda=0.3$, an electric field of $3.97\times10^{17}$ V/m. First compare the spectra between $E=-3$ and $3$ in boxes of radius 20 and 40, with $F=0$ at the wall; another condition there can change a count by one. The scalar potential has 8 levels in both. The vector potential has 37 and then 75. Far out its phase contains $Er$, so an added length $\Delta R$ should add about $\Delta E\,\Delta R/\pi=6\times20/\pi=38.2$ levels; the count rises by 38. Most of these levels belong to the box and merge into a continuum as it grows. The count also includes the states of the well: the lowest of them lies at $1.8164$ in both boxes, to the digits shown. The lowest positive scalar level, $1.7033$, is a true bound state.

The lowest well state of the vector potential has $E_r=1.8164$. Its turning points are $r_0=0.568$, $r_1=2.701$ and $r_2=9.425$. The gap is thus $6.72$ long, close to $2/\lambda=6.67$. The two integrals are

$$2\sigma=10.713,\qquad T=10.334 .$$

The exponent exceeds $\pi/\lambda=10.472$ by $0.241$. This is the net effect of the $\kappa$ terms, which lower the transmission by a factor $e^{-0.241}=0.79$. The semiclassical width is

$$\Gamma\approx\frac{2.226\times10^{-5}}{10.334}=2.154\times10^{-6}\,mc^2 .$$

The complex energy gives $\Gamma=2.187\times10^{-6}\,mc^2$, and integration at real energies agrees to the digits shown. The semiclassical value is $1.5\%$ below this result. In ordinary units

$$\Gamma=1.12\ \mathrm{eV},\qquad \hbar/\Gamma=5.9\times10^{-16}\ \mathrm{s}.$$

The slope controls the width strongly: $\Gamma$ is $2.47\times10^{-7}$ at $\lambda=0.25$ and $3.43\times10^{-5}$ at $\lambda=0.4$.

The next $\kappa=-1$ state at $\lambda=0.3$, at $E_r=2.328$, is narrower than the lowest one, with $\Gamma=1.75\times10^{-6}$. Without the $\kappa$ terms a higher level faces the same exponent $\pi/\lambda$, and it strikes the barrier less often. Without $\kappa$ terms, $T=(2/\lambda)\int_1^E\varepsilon\,d\varepsilon/\sqrt{\varepsilon^2-1}=(2/\lambda)\sqrt{E^2-1}$, which grows from $10.1$ to $14.0$ between the two states. That alone would reduce the width by a factor $0.72$; the computed factor is $0.80$. The semiclassical formula with its $\kappa$ terms gives $1.745\times10^{-6}$ for the higher state, a factor $0.81$, so these terms raise the factor from $0.72$ to $0.81$. The remaining step to $0.80$ is the semiclassical error, which is $1.5\%$ of the exact width for the lowest state and $0.1\%$ for the higher one.

These widths describe the decay of one electron into empty negative-energy states. If those states are filled, an electron in the well cannot enter them. An empty well level is instead filled from outside at the rate $\Gamma/\hbar$, and the hole left behind moves outward as a positron. This reading keeps the potential fixed and neglects the interaction between the particles.

The numerical check checks the rotation, the density bound, the box spectra and the widths numerically.

## Computed results

```
Units: energy mc^2, length hbar/(mc), slope m^2c^3/hbar
energy unit = 510.999 keV; length unit = 386.16 fm
slope lam = 0.3; as electric field = 3.970e+17 V/m
Levels with -3 < E < 3 in boxes R = 20 and R = 40, kappa = -1:
  vector slope 0.3, scalar slope 0: 37 and 75
  vector slope 0, scalar slope 0.3: 8 and 8
  vector slope 0.3, scalar slope 0.1: 38 and 82
  vector slope 0.1, scalar slope 0.3: 9 and 9
expected pure-vector increase 6*20/pi = 38.2
scalar: lowest positive level = 1.70331 mc^2
scalar: highest negative level = -2.0040 mc^2
scalar: largest shift of E^2 (10 levels) = 0.0737 (mc^2)^2
Weak slope 0.002: lowest E - 1 in mc^2
  Schroedinger 0.029458, vector in box 0.029438, scalar 0.029197
  pi/lam at weak slope = 1570.8
Vector: least density beyond R0 divided by its proven lower bound
  E = -2.0000 mc^2, R0 = 3.000: ratio = 1.087
  E = 0.0000 mc^2, R0 = 6.667: ratio = 1.192
  E = 1.8164 mc^2, R0 = 12.721: ratio = 1.029
  E = 5.0000 mc^2, R0 = 23.333: ratio = 1.132
Main resonance, kappa = -1, lowest well state:
  E_r = 1.81639150 mc^2
  Gamma (complex ray) = 2.18725e-06 mc^2
  Gamma (real energies, 2A/N) = 2.18731e-06 mc^2
  A/N at E_r -/+ Gamma/2 over value at E_r = 1.9998, 2.0001
  turning points r0, r1, r2 = 0.5683, 2.7011, 9.4252
  period T = 10.3338 hbar/mc^2
  2 sigma = 10.7126; pi/lam = 10.4720
  exp(-2 sigma) = 2.2263e-05
  Gamma (semiclassical) = 2.1544e-06 mc^2
  Gamma = 1.1177 eV
  lifetime hbar/Gamma = 5.8891e-16 s
lam, kappa, n, E_r (mc^2), Gamma (mc^2), semiclassical/exact
  0.30 -1 0 1.81639 2.1872e-06 0.9850
  0.25 -1 0 1.72439 2.4667e-07 0.9878
  0.40 -1 0 1.98548 3.4327e-05 0.9809
  0.30 +1 0 2.08544 1.3923e-06 0.9828
  0.30 -1 1 2.32777 1.7469e-06 0.9988
```
